# Why a Negative Defect Formation Energy Does Not Mean Infinitely Many Defects

## Definitions and conventions

The formation energy $E_f$ of a defect is the energy needed to make one such defect in an otherwise perfect host. Atoms are exchanged with reservoirs at fixed chemical potentials, and electrons with a reservoir at the Fermi level $E_F$. Energies are given in eV and densities in cm$^{-3}$, the natural units here. $E_F$ is measured from the valence-band maximum.

A donor of charge $+q$ has given $q$ electrons to the electron reservoir, each entering at energy $E_F$. Hence

$$E_f(E_F)=E_0+qE_F , \tag{1}$$

where $E_0$ is the formation energy at $E_F=0$ and contains the atomic chemical potentials.

Let there be $N$ possible defect sites per volume, each either perfect or defective, with one state per defect. Vibrational entropy is neglected, and defects do not interact except through the common Fermi level. At fixed reservoirs a perfect site has statistical weight 1 and a defective one has weight $e^{-E_f/kT}$. The defect density $c$ is therefore

$$\frac{c}{N}=\frac{e^{-E_f/kT}}{1+e^{-E_f/kT}}=\frac{1}{1+e^{E_f/kT}} . \tag{2}$$

If $E_f\gg kT$, the 1 in the last denominator is negligible and $c\simeq Ne^{-E_f/kT}$. This Boltzmann form is a dilute limit. For $E_f<0$ it gives more defects than sites, which shows only that it has been used outside its range. Equation (2) stays below $N$ for every $E_f$.

Counting sites caps the density at $N$, but it does not yet give the right density, because it holds $E_F$ fixed while the defects release charge.

## An example: a donor at −1 eV

Take a model semiconductor with a gap of 3.0 eV and free-electron masses in both bands, at $T=1000$ K, where $kT=0.08617$ eV. It contains $N_A=1.0\times10^{19}$ cm$^{-3}$ fixed, fully ionized acceptors, intended to make it p-type. A native donor with $q=2$ and $E_0=-1.5$ eV can form on $N=4.0\times10^{22}$ cm$^{-3}$ sites.

**The Fermi level without donors.** A parabolic band has the density of states $(1/2\pi^2)(2m/\hbar^2)^{3/2}\sqrt{\varepsilon}$, with $\varepsilon$ counted from the band edge into the band. When $E_F$ lies several $kT$ above the valence-band edge, the hole occupation is $e^{-(\varepsilon+E_F)/kT}$. With $\int_0^\infty\sqrt{\varepsilon}\,e^{-\varepsilon/kT}d\varepsilon=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$, the hole density is

$$p\simeq N_b\,e^{-E_F/kT},\qquad N_b=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}=1.527\times10^{20}\ \text{cm}^{-3}. \tag{3}$$

Setting $p=N_A$ gives $E_F\simeq kT\ln 15.27=0.235$ eV. Full Fermi–Dirac statistics give 0.233 eV. There

$$E_f=-1.5+2(0.233)=-1.034\ \text{eV}.$$

The Boltzmann form would give $N$ multiplied by $1.63\times10^5$, or $6.5\times10^{27}$ cm$^{-3}$. Equation (2) would instead make a fraction 0.999994 of the sites defective. Both numbers assume that $E_F$ stays at 0.233 eV.

**What the first donors do.** The crystal must be neutral. With $n$ the electron density,

$$p+qc=n+N_A . \tag{4}$$

As long as $n$ is negligible, donors that compensate a share $s$ of the acceptors leave $p=(1-s)N_A$ holes. By (3), $E_F\simeq kT\ln\{N_b/[(1-s)N_A]\}$, so $E_F$ rises as the holes disappear. The table uses full Fermi–Dirac statistics, which differ from (3) by at most 0.002 eV here:

| Holes removed | $E_F$ (eV) | $E_f$ (eV) |
|---|---|---|
| 0 % | 0.233 | −1.034 |
| 50 % | 0.294 | −0.913 |
| 90 % | 0.433 | −0.634 |
| 99 % | 0.632 | −0.237 |
| 99.9 % | 0.830 | 0.160 |

The formation energy vanishes at $E_F=1.5/2=0.750$ eV. Reaching that level takes $4.99\times10^{18}$ donors per cm$^3$, a fraction $1.25\times10^{-4}$ of the sites. The negative energy has been used up while the host is still dilute.

**Where it stops.** Donors continue to form beyond $E_f=0$, because mixing a few defects among many sites gains entropy. Few more are needed, but with so few holes left they raise $E_F$, and hence $E_f$, considerably. In equilibrium, (2) and (4) hold together. If the carriers are negligible in (4), then $c=N_A/2=5.0\times10^{18}$ cm$^{-3}$. Solving (2) for $E_f$ gives

$$E_f=kT\ln\frac{N-c}{c}=0.08617\ln(7999)=0.774\ \text{eV},$$

$$E_F=\frac{E_f-E_0}{q}=\frac{0.774+1.5}{2}=1.137\ \text{eV}.$$

In atomic units these are 0.0285 and 0.0418 hartree. The full solution has $p=2.8\times10^{14}$ cm$^{-3}$ and a still smaller $n$, so neglecting them beside $N_A$ was justified.

The value −1.034 eV thus led neither to more defects than sites nor to a nearly full set of defective sites. It predicted that the doping would fail: instead of $10^{19}$ holes per cm$^3$, about $3\times10^{14}$ remain. With this acceptor density, the intended Fermi level is unreachable in equilibrium. It can exist in a sample whose donors are kinetically unable to form, and the negative energy is then a driving force waiting to act.

## The general statement for a charged defect

Consider one donor species described by (1) and (2), with fixed acceptors and band carriers. Let $E_F^0=-E_0/q$ be the level at which $E_f=0$. Then:

*The equilibrium is unique, and its formation energy is positive if and only if*

$$N_A+n(E_F^0)-p(E_F^0)<\frac{qN}{2}. \tag{5}$$

**Proof.** The net charge density, in units of the elementary charge, is

$$Q(E_F)=p(E_F)-n(E_F)-N_A+qc(E_F).$$

Raising $E_F$ lowers $p$, raises $n$ and, by (1) and (2), lowers $c$. Every varying term makes $Q$ decrease, so $Q=0$ has at most one solution. One exists because $p$ grows without bound for $E_F$ deep in the valence band, and $n$ does so high in the conduction band of this model. At $E_F^0$, equation (2) gives $c=N/2$, so

$$Q(E_F^0)=p(E_F^0)-n(E_F^0)-N_A+\frac{qN}{2}.$$

Because $Q$ decreases, its zero lies above $E_F^0$ if and only if $Q(E_F^0)>0$, which is (5). Above $E_F^0$, $E_f=q(E_F-E_F^0)$ is positive. This completes the proof.

**The same result from the free energy.** Let $F_{el}$ be the electronic free energy per volume, relative to a filled valence band and an empty conduction band. The electronic grand potential $\Omega_{el}$ obeys $d\Omega_{el}/dE_F=-(n-p)$. Since $F_{el}=\Omega_{el}+E_F(n-p)$,

$$dF_{el}=-(n-p)\,dE_F+(n-p)\,dE_F+E_F\,d(n-p)=E_F\,d(n-p).$$

Placing $c$ defects on $N$ sites contributes the mixing term, by Stirling's formula, so

$$G(c)=cE_0+F_{el}+kT\left[c\ln\frac{c}{N}+(N-c)\ln\left(1-\frac{c}{N}\right)\right].$$

Neutrality fixes $n-p=qc-N_A$, hence $d(n-p)/dc=q$. The derivative of the bracket is $\ln(c/N)+1-\ln(1-c/N)-1$. Therefore

$$\frac{dG}{dc}=E_0+qE_F(c)+kT\ln\frac{c}{N-c}. \tag{6}$$

Both $E_F(c)$ and the logarithm increase with $c$: each donor makes the next one more expensive. The curve $G(c)$ is convex, and setting (6) to zero returns (2). The program tests (6) against finite differences of $G$, and compares the minimum of $G$ with the neutrality solution. Both roads give $E_F=1.1372$ eV.

**How far the condition reaches.** With negligible carriers, $c=N_A/q$, and the equilibrium formation energy is

$$E_f=kT\ln\left(\frac{qN}{N_A}-1\right). \tag{7}$$

It does not contain $E_0$. When $E_0$ changes, $E_F$ shifts to make up for it, as long as the resulting level $(E_f-E_0)/q$ lies far enough inside the gap for both carrier densities to be negligible beside $N_A$. In the example this holds, to about 0.001 eV, for $E_0$ between about −0.5 and −4 eV. For more negative $E_0$, electrons appear, more donors are needed, $E_f$ falls below (7), and its sign is decided by (5). For $N_A=10^{17}$, $10^{19}$ and $10^{21}$ cm$^{-3}$ the full solution gives 1.171, 0.774 and 0.377 eV, in agreement with (7). At fixed $0<N_A<qN/2$, and with $E_F^0$ inside the gap so that the carriers vanish as $T\to0$, lowering $T$ sends $E_f$ to zero from above, and the Fermi level becomes pinned at $E_F^0$. Without acceptors the donors must be balanced by electrons, (7) does not apply, and this pinning does not occur.

The condition can fail. Here $qN/2=4.0\times10^{22}$ cm$^{-3}$. With $N_A=6.0\times10^{22}$ cm$^{-3}$, compensation needs donors on three quarters of the sites, and $E_f=kT\ln(1/3)=-0.095$ eV. Even then the density is finite, but the model of independent defects in a dilute host has lost its justification.

For an acceptor defect the signs are reversed: $E_f$ falls as $E_F$ rises, and its formation pushes $E_F$ down.

## When no Fermi level can help

Suppose that an acceptor defect of charge $-q$ can also form, with energy $E_A=E_0'-qE_F$. Writing $E_D$ for the donor energy (1), the sum

$$S=E_D+E_A=E_0+E_0' \tag{8}$$

does not contain $E_F$. If $S<0$, at least one of the two energies is negative at every Fermi level.

Let both defects have $N$ sites, and neglect dopants and carriers. Neutrality then requires equal densities, so by (2) equal energies, $E_D=E_A=S/2$. The fraction of each kind of site that is defective is $1/(1+e^{S/2kT})$, which exceeds one half. For $E_0=-1.5$ eV and $E_0'=1.1$ eV, $S=-0.40$ eV. The neutral point is $E_F=0.650$ eV, where each energy is −0.200 eV and each fraction is 0.91. Compensation works, but what it leaves is not a dilute host.

If the two defects together preserve the composition, $S$ does not depend on the choice of atomic chemical potentials either: they cancel (a vacancy and an interstitial of the same atom) or add up to the fixed energy of a formula unit of the host (vacancies removing one formula unit). A negative $S$ then means that either the assumed host is not the ground state, or the computed energies are faulty. If the composition changes, $S$ depends on the chemical potentials, and these must be examined as for a neutral defect.

## The general statement for a neutral defect

For a neutral vacancy, the removed atom goes to a reservoir at chemical potential $\mu$:

$$E_v=E(\text{vacancy})-E(\text{host})+\mu . \tag{9}$$

No Fermi level appears, so electronic compensation cannot change its sign. Instead:

*At zero temperature, a host that is stable at the given chemical potentials has $E_v\ge0$.*

**Proof.** Stability means that no other arrangement of atoms has a lower grand energy, that is, energy minus $\sum_i\mu_iN_i$, per volume. Repeat periodically a cell containing one vacancy, large enough for the interaction between vacancies to be negligible. Relative to the host, this crystal has grand energy $E_v$ per cell. If $E_v<0$, it lies below the host, which contradicts stability.

A reservoir can still be set to a $\mu$ at which $E_v<0$. What cannot then exist in zero-temperature equilibrium is the assumed host. If $E_v<0$ appears inside a computed stability region, a competing phase is missing from the list used to draw that region, or the energies are inconsistent.

The converse is false: $E_v>0$ does not guarantee stability. Consider vacancies on a square lattice, with $n_i=1$ on a vacant site and $n_i=0$ otherwise, and grand energy

$$\Phi=E_v\sum_i n_i-J\sum_{\langle ij\rangle}n_in_j , \tag{10}$$

where the second sum counts each neighbouring pair once. A pattern with $v$ vacancies has at most $4v/2=2v$ vacant pairs, since each vacancy has four neighbours and each pair is shared by two.

**Attraction, $J>0$.** The bound gives $\Phi\ge v(E_v-2J)$, so no pattern lies below the host when $E_v\ge2J$. The fully vacant lattice attains the bound and lies below the host when $E_v<2J$. At zero temperature the phase change therefore occurs at $E_v=2J$, while the isolated vacancy still costs energy.

For $J=0.25$ eV the threshold is 0.50 eV. A calculation at 1000 K on an infinitely long strip eight sites wide, closed periodically across its width so that every site has four neighbours, gives a vacant fraction of $1.0\times10^{-3}$ at $E_v=0.6$ eV, 7 % above the Boltzmann factor. At $E_v=0.4$ eV the fraction is 0.999. The host has been lost before a negative $E_v$ could be reached. On a strip of finite width this change is steep but continuous.

**Repulsion, $J<0$.** Now $\Phi\ge vE_v$, and at zero temperature the host is stable down to $E_v=0$. Still at zero temperature, for $4J<E_v<0$ vacancies form until their repulsion stops them; for $E_v<4J$ even a vacancy with four vacant neighbours lowers $\Phi$, and every site becomes vacant. At $E_v=-0.4$ eV and $J=-0.25$ eV, one more vacancy surrounded by four others costs $-0.4+4(0.25)=+0.6$ eV. The strip has a vacant fraction of 0.496. Nearest neighbours are both vacant with probability 0.002, and sites four apart with probability 0.489, against 0.246 for uncorrelated vacancies. Both pairs are taken across the width of the strip. They show that vacant and occupied sites alternate across the width. The repulsion acts equally along the length, where it penalizes vacancies side by side in adjacent columns, so the local pattern is a checkerboard and not stripes: a half-vacant structure has replaced the host. A strip of finite width has no true long-range order along its length, so the calculation shows this local pattern only.

**No interaction, $J=0$.** Equation (2) applies, and the vacant fraction passes smoothly from 0.50 at $E_v=0$ to 0.76 at $E_v=-0.1$ eV. At finite temperature there need not be a phase transition, although the dilute host is gone all the same.

## Reading a negative value

The sign alone does not say which cause is at work. For a charged defect, solve the neutrality condition with all relevant defects, each in all its charge states, and dopants included; (1) describes one charge state only. If the resulting energies are well above $kT$, the original Fermi level was the unreachable quantity. If one stays negative, or if the defect is neutral, compare the host with competing phases at the same chemical potentials, including ordered arrangements of the defect itself. If the host still appears stable, check the reference energies and the finite-size corrections of the supercell. The numerical check supports the model calculations above; it does not decide which of these causes applies to a particular material.

## Computed values

```
Temperature: 1000 K; kT = 0.08617 eV
Gap: 3.0 eV; donor charge: +2; E_0 = -1.5 eV
Site density N: 4.0e+22 cm^-3; acceptors N_A: 1.0e+19 cm^-3
Effective density of states, each band: 1.527e+20 cm^-3
Intended Fermi level, no donors: 0.233 eV
Donor formation energy there: -1.034 eV
Boltzmann density there: 6.52e+27 cm^-3
Boltzmann density / site density: 1.63e+05
Site-exclusion fraction there: 0.999994
Course of compensation (share of holes removed, E_F, E_f):
  50.0 %: 0.294 eV, -0.913 eV
  90.0 %: 0.433 eV, -0.634 eV
  99.0 %: 0.632 eV, -0.237 eV
  99.9 %: 0.830 eV, 0.160 eV
E_f = 0 at E_F = 0.750 eV
Donors needed to reach that level: 4.987e+18 cm^-3
  as a fraction of sites: 1.25e-04
Equilibrium E_F: 1.1372 eV = 0.04179 hartree
Equilibrium E_f: 0.7744 eV = 0.02846 hartree
E_F from minimizing the free energy: 1.1372 eV
Equilibrium donors: 5.000e+18 cm^-3; site fraction 1.25e-04
Equilibrium holes: 2.83e+14 cm^-3; electrons: 6.25e+10 cm^-3
Acceptor density, equilibrium E_f, estimate without carriers:
  1.0e+17 cm^-3: 1.1713 eV, 1.1713 eV
  1.0e+19 cm^-3: 0.7744 eV, 0.7744 eV
  1.0e+21 cm^-3: 0.3765 eV, 0.3765 eV
  6.0e+22 cm^-3: -0.0947 eV, -0.0947 eV
Limit q N / 2: 4.0e+22 cm^-3
Native acceptor energy at E_F = 0: 1.1 eV
Donor + acceptor energy: -0.40 eV
Neutral point: E_F = 0.650 eV, donor E_f = -0.200 eV
Site fraction of each defect there: 0.9106
Neighbour coupling size: 0.25 eV; strip width: 8 sites
Lowest E_v of stable host, attraction: 0.500 eV
Lowest E_v of stable host, repulsion: 0.000 eV
No coupling: vacant fraction at E_v = 0 eV: 0.5000
No coupling: vacant fraction at E_v = -0.1 eV: 0.7614
Attraction: half vacant at E_v = 0.5000 eV
Attraction: vacant fraction at E_v = 0.6 eV: 1.012e-03
  ratio to the Boltzmann factor: 1.069
Attraction: vacant fraction at E_v = 0.4 eV: 0.99899
Repulsion: vacant fraction at E_v = -0.4 eV: 0.4956
  both vacant, nearest neighbours: 0.00157
  both vacant, four sites apart: 0.4893
  value for uncorrelated vacancies: 0.2456
```
